# Half coverage of a periodic lattice gas from particle-hole symmetry: test program

```python
"""Half coverage of a square lattice gas from particle-hole symmetry.

Result under test: on a periodic square lattice with energy
E = -w * (number of occupied nearest-neighbour bonds), the grand canonical
mean coverage is 1/2 exactly when the chemical potential is mu = -2 w.

Symbols: w   nearest-neighbour attraction (eV), positive for attraction
         w2  second-neighbour attraction (eV)
         trio  attraction of each bent three-site group (eV)
         mu  chemical potential from the free energy of one occupied site (eV)
         kT  thermal energy (eV);  coverage = mean occupied fraction
         p0  pressure of half coverage in the absence of attraction (Torr)
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

K_EV = const.k / const.e


# ---------- full enumeration of small periodic lattices ----------
def all_states(rows, cols):
    sites = rows * cols
    index = np.arange(2**sites)
    bits = (index[:, None] >> np.arange(sites)) & 1
    return bits.reshape(-1, rows, cols)


def bond_count(n):
    return (n * np.roll(n, 1, 1) + n * np.roll(n, 1, 2)).sum(axis=(1, 2))


def probabilities(grand_energy, kT):
    weight = np.exp(-(grand_energy - grand_energy.min()) / kT)
    return weight / weight.sum()


def torus_coverage(bonds, number, sites, w, mu, kT):
    return probabilities(-w * bonds - mu * number, kT) @ number / sites


# ---------- infinitely long strips by transfer matrix ----------
GEOMETRY = {}


def strip_geometry(width, periodic):
    key = (width, periodic)
    if key not in GEOMETRY:
        a = ((np.arange(2**width)[:, None] >> np.arange(width)) & 1).astype(float)
        right = np.roll(a, -1, axis=1)
        if not periodic:
            right[:, -1] = 0.0
        pair = a * right
        either = a + right
        GEOMETRY[key] = (a.sum(1), pair.sum(1), a @ a.T,
                         a @ right.T + right @ a.T,
                         pair @ either.T + either @ pair.T)
    return GEOMETRY[key]


def transfer_matrix(width, w, mu, kT, w2=0.0, trio=0.0, periodic=True):
    number, along, across, diagonal, bent = strip_geometry(width, periodic)
    row = 0.5 * (w * along + mu * number)
    exponent = row[:, None] + row[None, :] + w * across + w2 * diagonal + trio * bent
    return np.exp(exponent / kT)


def strip_coverage(width, w, mu, kT, **options):
    matrix = transfer_matrix(width, w, mu, kT, **options)
    size = len(matrix)
    _, vector = eigh(matrix, subset_by_index=[size - 1, size - 1])
    number = strip_geometry(width, options.get("periodic", True))[0]
    return float(vector[:, 0]**2 @ number) / width


def half_coverage_mu(width, w, kT, **options):
    return brentq(lambda mu: strip_coverage(width, w, mu, kT, **options) - 0.5,
                  -2 * w - 0.05, -2 * w + 0.03, xtol=1e-11)


def critical_kT(w, w2=0.0):
    """Thermal energy at which correlation length / width agrees for two widths."""
    def scaled_gap(width, kT):
        matrix = transfer_matrix(width, w, -2 * (w + w2), kT, w2=w2)
        size = len(matrix)
        low, high = eigh(matrix, eigvals_only=True,
                         subset_by_index=[size - 2, size - 1])
        return width * np.log(high / low)
    return brentq(lambda kT: scaled_gap(8, kT) - scaled_gap(6, kT),
                  0.5 * w, 0.9 * w, xtol=1e-8)


# ---------- heat-bath Monte Carlo, independent replicas ----------
def monte_carlo(w, mu, kT, start, sweeps, discard, rng, side=32, replicas=16):
    n = np.full((replicas, side, side), start, dtype=np.int8)
    parity = np.add.outer(np.arange(side), np.arange(side)) % 2
    fill = 1 / (1 + np.exp(-(mu + w * np.arange(5)) / kT))
    total = np.zeros(replicas)
    for sweep in range(sweeps):
        for colour in (0, 1):
            around = (np.roll(n, 1, 1) + np.roll(n, -1, 1)
                      + np.roll(n, 1, 2) + np.roll(n, -1, 2))
            new = rng.random(n.shape) < fill[around]
            n = np.where(parity == colour, new, n).astype(np.int8)
        if sweep >= discard:
            total += n.mean(axis=(1, 2))
    means = total / (sweeps - discard)
    return means.mean(), means.std(ddof=1) / np.sqrt(replicas)


# ---------- example inputs ----------
w = 0.05
T, T_cold = 400.0, 250.0
kT, kT_cold = K_EV * T, K_EV * T_cold
p0 = 2.0
spacing_nm = 0.3
mass_u = 18.015
mu_half = -2 * w

# ---------- symmetry of every configuration, and of the averages ----------
for rows, cols in ((3, 3), (3, 4), (4, 4)):
    n = all_states(rows, cols)
    sites = rows * cols
    number, bonds = n.sum(axis=(1, 2)), bond_count(n)
    holes = 1 - n
    for strength in (w, -0.03):
        for mu in (-0.17, -2 * strength, 0.02):
            flipped = -strength * bond_count(holes) - mu * holes.sum(axis=(1, 2))
            partner = -4 * strength - mu
            expected = (-strength * bonds - partner * number
                        - (2 * strength + mu) * sites)
            assert np.allclose(flipped, expected, atol=1e-12)
            pair_sum = (torus_coverage(bonds, number, sites, strength, mu, kT)
                        + torus_coverage(bonds, number, sites, strength, partner, kT))
            assert abs(pair_sum - 1) < 1e-11
        for thermal in (kT_cold, kT, 3 * kT):
            root = brentq(lambda m: torus_coverage(bonds, number, sites, strength,
                                                   m, thermal) - 0.5,
                          -0.3, 0.25, xtol=1e-13)
            assert abs(root + 2 * strength) < 1e-9

# The arrays n, number, bonds now belong to the 4 x 4 lattice.
sites = 16
prob_cold = probabilities(-w * bonds - mu_half * number, kT_cold)
count_cold = np.bincount(number, weights=prob_cold)
assert np.allclose(count_cold, count_cold[::-1], atol=1e-12)

# ---------- slope of coverage equals number variance / (M kT) ----------
mu_test, step = -0.093, 1e-5
slope_difference = (torus_coverage(bonds, number, sites, w, mu_test + step, kT)
                    - torus_coverage(bonds, number, sites, w, mu_test - step, kT)) / (2 * step)
prob = probabilities(-w * bonds - mu_test * number, kT)
variance = prob @ number**2 - (prob @ number)**2
slope_variance = variance / (sites * kT)
assert abs(slope_difference / slope_variance - 1) < 1e-5

# ---------- transfer matrix against enumeration, all couplings on ----------
w2, trio = 0.005, 0.002
diagonals = (n * np.roll(n, (1, 1), (1, 2))
             + n * np.roll(n, (1, -1), (1, 2))).sum(axis=(1, 2))
bent_groups = (n * (np.roll(n, 1, 1) + np.roll(n, -1, 1))
               * (np.roll(n, 1, 2) + np.roll(n, -1, 2))).sum(axis=(1, 2))
energy = -w * bonds - w2 * diagonals - trio * bent_groups - mu_test * number
z_sum = np.exp(-energy / kT).sum()
z_trace = np.trace(np.linalg.matrix_power(
    transfer_matrix(4, w, mu_test, kT, w2=w2, trio=trio), 4))
assert abs(z_trace / z_sum - 1) < 1e-10

# ---------- long strips: half coverage, neighbours in pressure ----------
strip_half = strip_coverage(8, w, mu_half, kT)
assert abs(strip_half - 0.5) < 1e-9
cover_up = strip_coverage(8, w, mu_half + kT * np.log(1.1), kT)
cover_down = strip_coverage(8, w, mu_half - kT * np.log(1.1), kT)
assert abs(cover_up + cover_down - 1) < 1e-9
cover_at_p0 = strip_coverage(8, w, 0.0, kT)

# ---------- pressure of half coverage ----------
p_half = p0 * np.exp(-2 * w / kT)
p_root = brentq(lambda p: torus_coverage(bonds, number, sites, w,
                                         kT * np.log(p / p0), kT) - 0.5,
                1e-4, 10.0, xtol=1e-13)
assert abs(p_root / p_half - 1) < 1e-8

# ---------- critical temperature and pure phases ----------
kTc = w / (2 * np.log(1 + np.sqrt(2)))
kTc_strip = critical_kT(w)
assert abs(kTc_strip / kTc - 1) < 0.01   # finite widths 6 and 8
dilute = 0.5 * (1 - (1 - np.sinh(w / (2 * kT_cold))**-4)**0.125)
rng = np.random.default_rng(2024)
mc_hot, err_hot = monte_carlo(w, mu_half, kT, 0, 5000, 600, rng)
mc_empty, err_empty = monte_carlo(w, mu_half, kT_cold, 0, 1000, 300, rng)
mc_full, err_full = monte_carlo(w, mu_half, kT_cold, 1, 1000, 300, rng)
assert err_hot < 0.01 and abs(mc_hot - 0.5) < 4.5 * err_hot
assert abs(mc_empty - dilute) < 0.001        # several statistical errors
assert abs(mc_full - (1 - dilute)) < 0.001

# ---------- effects left out of the model ----------
mu_second = half_coverage_mu(8, w, kT, w2=w2)
assert abs(mu_second + 2 * (w + w2)) < 1e-7
kTc_second = critical_kT(w, w2)
mu_trio = half_coverage_mu(8, w, kT, trio=trio)
cover_trio = strip_coverage(8, w, mu_half, kT, trio=trio)
assert cover_trio > 0.5 + 1e-3
terrace = 10
cover_open = strip_coverage(terrace, w, mu_half, kT, periodic=False)
mu_open = half_coverage_mu(terrace, w, kT, periodic=False)
assert cover_open < 0.5 - 1e-3
deeper = 0.1
special = n[:, 0, 0] + n[:, 2, 2]
cover_defect = probabilities(-w * bonds - mu_half * number - deeper * special,
                             kT) @ number / sites
assert cover_defect > 0.5 + 1e-3
free_energy_error = 0.05
saturation_rough = 1800.0
w_critical = 2 * kT * np.log(1 + np.sqrt(2))

mass = mass_u * const.atomic_mass
thermal_joule = const.k * T
wavelength = const.h / np.sqrt(2 * np.pi * mass * thermal_joule)
site_free_energy = kT * np.log(p0 * const.torr * wavelength**3 / thermal_joule)
arrival = (p0 * const.torr * (spacing_nm * 1e-9)**2
           / np.sqrt(2 * np.pi * mass * thermal_joule))
stay_alone = 1 / arrival
stay_surrounded = stay_alone * np.exp(4 * w / kT)

# ---------- output ----------
print(f"attraction w = {w:.3f} eV")
print(f"temperature T = {T:.0f} K, kT = {kT:.5f} eV")
print(f"half-coverage pressure without attraction p0 = {p0:.2f} Torr")
print(f"site spacing = {spacing_nm:.2f} nm, molecular mass = {mass_u:.3f} u")
print(f"half-coverage chemical potential -2w = {mu_half:.3f} eV")
print(f"pressure factor exp(-2w/kT) = {np.exp(-2*w/kT):.5f}")
print(f"half-coverage pressure = {p_half:.4f} Torr = {p_half*const.torr:.2f} Pa")
print(f"same pressure, root on 4x4 enumeration = {p_root:.4f} Torr")
print(f"strip (8 wide, periodic) coverage at mu=-2w = {strip_half:.8f}")
print(f"strip coverage at 1.1 x half pressure = {cover_up:.5f}")
print(f"strip coverage at half pressure / 1.1 = {cover_down:.5f}")
print(f"strip coverage at p0 (mu=0) = {cover_at_p0:.5f}")
print(f"4x4 slope at mu={mu_test:.3f} eV, difference = {slope_difference:.4f} per eV")
print(f"4x4 slope at same mu, from variance = {slope_variance:.4f} per eV")
print(f"critical temperature, Ising formula = {kTc/K_EV:.1f} K")
print(f"critical temperature, strips 6 and 8 = {kTc_strip/K_EV:.1f} K")
print(f"attraction making {T:.0f} K critical = {w_critical:.4f} eV")
print(f"Monte Carlo 32x32, {T:.0f} K, from empty = {mc_hot:.4f} +- {err_hot:.4f}")
print(f"cold temperature = {T_cold:.0f} K, kT = {kT_cold:.5f} eV")
print(f"cold dilute phase coverage, formula = {dilute:.5f}")
print(f"cold dense phase coverage, formula = {1-dilute:.5f}")
print(f"cold Monte Carlo from empty = {mc_empty:.5f} +- {err_empty:.5f}")
print(f"cold Monte Carlo from full = {mc_full:.5f} +- {err_full:.5f}")
print(f"cold 4x4 probability of N=0 = {count_cold[0]:.5f}")
print(f"cold 4x4 probability of N=8 = {count_cold[8]:.5f}")
print(f"cold 4x4 probability of N=16 = {count_cold[16]:.5f}")
print(f"second-neighbour attraction tried = {w2:.3f} eV")
print(f"  half-coverage mu with it = {mu_second:.5f} eV")
print(f"  pressure changes by factor {np.exp((mu_second-mu_half)/kT):.4f}")
print(f"  critical temperature with it (strips) = {kTc_second/K_EV:.1f} K")
print(f"bent three-body attraction tried = {trio:.3f} eV")
print(f"  coverage at mu=-2w with it = {cover_trio:.4f}")
print(f"  half-coverage mu with it = {mu_trio:.5f} eV")
print(f"  pressure changes by factor {np.exp((mu_trio-mu_half)/kT):.4f}")
print(f"open terrace width = {terrace} sites = {terrace*spacing_nm:.1f} nm")
print(f"  coverage at mu=-2w on it = {cover_open:.4f}")
print(f"  half-coverage mu on it = {mu_open:.5f} eV")
print(f"  pressure changes by factor {np.exp((mu_open-mu_half)/kT):.4f}")
print(f"2 of 16 sites deeper by {deeper:.2f} eV: coverage = {cover_defect:.4f}")
print(f"site free energy error {free_energy_error:.2f} eV: "
      f"pressure factor {np.exp(free_energy_error/kT):.2f}")
print(f"rough water saturation pressure = {saturation_rough:.0f} Torr")
print(f"half pressure / saturation pressure = {p_half/saturation_rough:.1e}")
print(f"site free energy, equal internal factors = {site_free_energy:.3f} eV")
print(f"residence time alone, sticking 1 = {stay_alone*1e6:.2f} microseconds")
print(f"residence time with 4 neighbours = {stay_surrounded*1e3:.3f} ms")
print("no test failed")
```

Printed output:

```
attraction w = 0.050 eV
temperature T = 400 K, kT = 0.03447 eV
half-coverage pressure without attraction p0 = 2.00 Torr
site spacing = 0.30 nm, molecular mass = 18.015 u
half-coverage chemical potential -2w = -0.100 eV
pressure factor exp(-2w/kT) = 0.05496
half-coverage pressure = 0.1099 Torr = 14.66 Pa
same pressure, root on 4x4 enumeration = 0.1099 Torr
strip (8 wide, periodic) coverage at mu=-2w = 0.50000000
strip coverage at 1.1 x half pressure = 0.78843
strip coverage at half pressure / 1.1 = 0.21157
strip coverage at p0 (mu=0) = 0.99686
4x4 slope at mu=-0.093 eV, difference = 25.2799 per eV
4x4 slope at same mu, from variance = 25.2799 per eV
critical temperature, Ising formula = 329.2 K
critical temperature, strips 6 and 8 = 330.0 K
attraction making 400 K critical = 0.0608 eV
Monte Carlo 32x32, 400 K, from empty = 0.4999 +- 0.0015
cold temperature = 250 K, kT = 0.02154 eV
cold dilute phase coverage, formula = 0.01632
cold dense phase coverage, formula = 0.98368
cold Monte Carlo from empty = 0.01617 +- 0.00013
cold Monte Carlo from full = 0.98357 +- 0.00010
cold 4x4 probability of N=0 = 0.41125
cold 4x4 probability of N=8 = 0.00066
cold 4x4 probability of N=16 = 0.41125
second-neighbour attraction tried = 0.005 eV
  half-coverage mu with it = -0.11000 eV
  pressure changes by factor 0.7482
  critical temperature with it (strips) = 375.7 K
bent three-body attraction tried = 0.002 eV
  coverage at mu=-2w with it = 0.9378
  half-coverage mu with it = -0.10757 eV
  pressure changes by factor 0.8029
open terrace width = 10 sites = 3.0 nm
  coverage at mu=-2w on it = 0.2791
  half-coverage mu on it = -0.09687 eV
  pressure changes by factor 1.0950
2 of 16 sites deeper by 0.10 eV: coverage = 0.8578
site free energy error 0.05 eV: pressure factor 4.27
rough water saturation pressure = 1800 Torr
half pressure / saturation pressure = 6.1e-05
site free energy, equal internal factors = -0.744 eV
residence time alone, sticking 1 = 1.34 microseconds
residence time with 4 neighbours = 0.444 ms
no test failed
```
